# Repulsive Energy of a Step Bunch with Logarithmic Attraction

Suppose the repulsive energy of a bunch of six steps is wanted, and only the two-step problem has been solved. Two steps settle at a distance where their repulsion is \(a/2\), with \(a\) the strength of their attraction. Assigning this value to each of the five gaps gives \(5a/2\). The correct value is \(15a/2\), three times larger, because all fifteen pairs attract and not just the five neighbouring ones. The added attraction squeezes the bunch until the repulsion has risen in the same proportion. Whether steps that are not neighbours also repel changes the gaps but not this total. Without a general result one would have to solve \(N\) coupled force equations for each bunch size. A scaling argument gives the repulsive energy without the positions, provided that the bunch is free.

## Setting and assumptions

Let \(N\ge2\) parallel straight steps of the same sign lie at \(x_1<x_2<\dots<x_N\), and write \(d_{ij}=x_j-x_i\) for \(i<j\). All energies are per unit length of step. The model is
\[
E=\sum_{i<j}\left[a\ln\frac{d_{ij}}{\ell}+\frac{b}{d_{ij}^2}\right],\qquad a>0,\quad b>0 .
\]
The length \(\ell\) makes the logarithm's argument dimensionless; changing it adds a constant to \(E\) and no force. The number of pairs is \(P=N(N-1)/2\), and the total repulsive energy is \(R=\sum_{i<j}b/d_{ij}^2\).

The bunch is isolated and each step is free to move. Equilibrium means mechanical balance, \(\partial E/\partial x_i=0\) for every \(i\). Thermal wandering is at first left out.

## Where the pair energy comes from

**Lemma 1.** On an elastically isotropic half-space with Young modulus \(Y\) and Poisson ratio \(\nu\), two equal line forces \(F\) tangential to the surface and normal to the steps attract with energy \(a\ln d\), where
\[
a=\frac{2(1-\nu^2)F^2}{\pi Y}.
\]
Equal force dipoles at the two steps add a repulsion \(b/d^2\) at leading order in the dipole length.

*Proof.* Let the force \(F\), per unit length, act along \(+x\) at the origin. In polar coordinates, with \(0\le\theta\le\pi\) inside the solid, take
\[
\sigma_{rr}=-\frac{2F\cos\theta}{\pi r},\qquad \sigma_{\theta\theta}=\sigma_{r\theta}=0 .
\]
This is the required elastic field, for four reasons.

- Radial balance holds, since \(\partial_r\sigma_{rr}+\sigma_{rr}/r=0\). Balance along \(\theta\) is trivial.
- The in-plane trace is proportional to \(\cos\theta/r\), which is harmonic. This is the compatibility condition in plane strain without body forces.
- The surfaces \(\theta=0,\pi\) carry no traction away from the origin.
- The traction on a semicircle has \(x\) component \(\int_0^\pi\sigma_{rr}\cos\theta\,r\,d\theta=-(2F/\pi)(\pi/2)=-F\), which balances the applied force. Its other component vanishes, because \(\int_0^\pi\cos\theta\sin\theta\,d\theta=0\).

On the surface \(\sigma_{xx}=-2F/(\pi x)\) for either sign of \(x\). There is no strain along the steps, so the stress in that direction is \(\nu\sigma_{xx}\), and
\[
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\nu\sigma_{xx})}{Y}=-\frac{2(1-\nu^2)F}{\pi Yx}.
\]
For fixed forces the total energy is the stored energy \(\tfrac12\sum F_iu_i\) minus the work term \(\sum F_iu_i\), hence \(-\tfrac12\sum F_iu_i\). The two cross terms are equal by reciprocity, so the interaction is \(-Fu(d)\), where \(u\) is the displacement made by one force at the other. Since \(du/dx=\varepsilon_{xx}\),
\[
\frac{dE}{dd}=-F\varepsilon_{xx}(d)=\frac{2(1-\nu^2)F^2}{\pi Y\,d}=\frac ad .
\]
The energy rises with distance, so the forces attract.

Forces \(q\) and \(p\) at distance \(r\) thus interact with \(Kqp\ln r\), where \(K=a/F^2\). Now give each step an extra pair of forces, \(+f\) at \(+s/2\) and \(-f\) at \(-s/2\) from its centre, with dipole strength \(D=fs\). The force–dipole terms are
\[
KFf\left[\ln\!\left(d+\tfrac s2\right)-\ln\!\left(d-\tfrac s2\right)\right]
+KFf\left[\ln\!\left(d-\tfrac s2\right)-\ln\!\left(d+\tfrac s2\right)\right]=0 .
\]
They cancel because the steps are identical. The dipole–dipole terms are
\[
Kf^2\left[2\ln d-\ln(d+s)-\ln(d-s)\right]=-Kf^2\ln\!\left(1-\frac{s^2}{d^2}\right)
=KD^2\left[\frac1{d^2}+\frac{s^2}{2d^4}+\dots\right].
\]
The first term is \(b/d^2\) with \(b=KD^2>0\). \(\square\)

For a strained film the force comes from the edge of a layer. Under equal biaxial misfit strain of size \(\varepsilon\), the stress is \(\sigma=Y\varepsilon/(1-\nu)\). A layer of height \(h\) carries a force \(\sigma h\) per unit length; where the layer ends, at a step, this force passes to the material below. Steps of one sign give forces in one direction. Putting \(F=\sigma h\) in Lemma 1,
\[
a=\frac{2(1-\nu^2)}{\pi Y}\,\frac{Y^2\varepsilon^2h^2}{(1-\nu)^2}
=\frac{2(1+\nu)}{\pi(1-\nu)}\,Y\varepsilon^2h^2 .
\]
This assumes small surface slope and equal elastic constants in film and substrate. The square of \(\varepsilon\) makes the attraction the same for compression and tension.

## Existence of an equilibrium

**Lemma 2.** For every \(N\ge2\) the energy has a minimum at finite, nonzero distances.

*Proof.* One pair has energy \(\varphi(d)=a\ln(d/\ell)+b/d^2\), with
\[
\varphi'(d)=\frac ad-\frac{2b}{d^3}=0\quad\text{at}\quad d_0^2=\frac{2b}{a}.
\]
This is the minimum of \(\varphi\), because \(\varphi\to\infty\) both for \(d\to0\) and for \(d\to\infty\). Call the minimum value \(\varphi_0\). Singling out any one pair and bounding the others from below gives
\[
E\ge\varphi(d_{ij})+(P-1)\varphi_0 .
\]
Configurations with \(E\) below some attainable value therefore have all distances between two positive bounds. Fix \(x_1=0\), since a common shift costs nothing. The continuous function \(E\) then attains its minimum on this closed, bounded set. No steps touch there, so all derivatives vanish. \(\square\)

The lemma does not say that the equilibrium is unique, and the theorem does not need it.

## The theorem

**Theorem.** Under the stated assumptions, every equilibrium bunch satisfies
\[
R=\sum_{i<j}\frac{b}{d_{ij}^2}=\frac{aN(N-1)}4 .
\]

*Proof.* Start from an equilibrium and multiply every position by \(\lambda>0\). Every distance becomes \(\lambda d_{ij}\). Since \(\ln(\lambda d)=\ln\lambda+\ln d\), each of the \(P\) pairs gains the same amount \(a\ln\lambda\), whatever its distance:
\[
E(\lambda)=\sum_{i<j}a\ln\frac{d_{ij}}\ell+aP\ln\lambda+\frac R{\lambda^2}.
\]
Differentiation gives
\[
\left.\frac{dE}{d\lambda}\right|_{\lambda=1}=aP-2R .
\]
By the chain rule the same derivative is
\[
\left.\frac{dE}{d\lambda}\right|_{\lambda=1}=\sum_i x_i\frac{\partial E}{\partial x_i}=0,
\]
because each force vanishes. Hence \(R=aP/2=aN(N-1)/4\). \(\square\)

The strength \(b\) has dropped out. A larger \(b\) pushes the steps apart until the repulsive energy is back at the value set by the attraction.

**Direct check for three steps.** Let both gaps be \(g\). The middle step is balanced by symmetry. For an end step,
\[
\frac ag-\frac{2b}{g^3}+\frac a{2g}-\frac{2b}{8g^3}
=\frac{3a}{2g}-\frac{9b}{4g^3}=0,
\qquad g^2=\frac{3b}{2a}.
\]
The repulsion is then
\[
R=\frac{2b}{g^2}+\frac b{4g^2}=\frac{9b}{4g^2}=\frac94\cdot\frac{2a}3=\frac{3a}2,
\]
in agreement with \(a\cdot3\cdot2/4\).

## What the theorem says about the spacings

**Corollary 1.** The average of \(1/d^2\) over all pairs is independent of \(N\):
\[
\frac1P\sum_{i<j}\frac1{d_{ij}^2}=\frac R{bP}=\frac a{2b}=\frac1{d_0^2}.
\]

The average pair thus stores the two-step repulsion \(a/2\). This does not put neighbours at distance \(d_0\): close pairs are balanced in the average by distant ones.

**Corollary 2.** The smallest gap and the width \(W=x_N-x_1\) obey
\[
g_{\min}\le\frac{\pi d_0}{\sqrt{3N}},\qquad W\ge(N-1)\,d_0\sqrt{\frac2N}.
\]

*Proof.* Two steps that are \(k\) places apart have distance at least \(kg_{\min}\), and there are \(N-k\) such pairs. Thus
\[
\frac P{d_0^2}\le\sum_{k=1}^{N-1}\frac{N-k}{k^2g_{\min}^2}
\le\frac{N-1}{g_{\min}^2}\sum_{k=1}^{\infty}\frac1{k^2}
=\frac{\pi^2(N-1)}{6g_{\min}^2}.
\]
Inserting \(P=N(N-1)/2\) gives \(g_{\min}^2\le\pi^2d_0^2/(3N)\).

For the width, keep the \(N-1\) neighbouring pairs alone. Their sum cannot exceed the full sum \(P/d_0^2\), so the mean of \(1/g^2\) over the gaps is at most \(N/(2d_0^2)\). Since \(1/g^2\) is a convex function of \(g\), the mean gap \(\bar g\) satisfies \(1/\bar g^2\le N/(2d_0^2)\), and \(W=(N-1)\bar g\). \(\square\)

The smallest gap is therefore at most a constant times \(N^{-1/2}\), and it tends to zero as the bunch grows. The model undermines itself for very large bunches: the slope \(h/g_{\min}\) grows until the small-slope description fails.

**Remark on uniform stretching.** With \(R=aP/2\), stretching an equilibrium bunch by \(\lambda\) costs
\[
\Delta E=aP\left[\ln\lambda+\frac{\lambda^{-2}-1}2\right]\ge0 .
\]
The bracket has derivative \(\lambda^{-1}-\lambda^{-3}\), negative below \(\lambda=1\) and positive above it, so its minimum is zero at \(\lambda=1\). Every equilibrium is stable against this one motion; stability against other motions does not follow.

## Reach and failure

The proof used two facts: the number of logarithmic pairs, and the factor \(\lambda^{-2}\) in the repulsion. If each pair has its own \(b_{ij}\ge0\), any equilibrium with distinct positions still has \(R=aP/2\). This includes repulsion between nearest neighbours alone. If the logarithm also acts between neighbours alone, \(N-1\) replaces \(P\), and \(R=a(N-1)/2\).

Two numerical cases with \(N=7\) show this. In the first, the \(b_{ij}\) were drawn at random between half and twice a common value. The relaxed gaps were uneven: 4.28, 3.51, 2.98, 2.99, 2.80 and 4.04 nm. In the second, non-neighbours did not repel. Both gave \(R/a=10.5=7\cdot6/4\).

The theorem need not hold when something outside the bunch exerts a force. Hold the end steps at \(x_1=0\) and \(x_N=W\), and let the inner steps relax to energy \(E_{\rm r}(W)\). The inner forces vanish, so \(dE_{\rm r}/dW=\partial E/\partial x_N\), and the chain rule leaves one term:
\[
aP-2R=W\frac{dE_{\rm r}}{dW}.
\]
Where \(dE_{\rm r}/dW<0\), as for the compressed bunch of the example below, there is more repulsion than in a free bunch. During growth, moving steps need not be in force balance at all, and the theorem then makes no statement.

## Thermal wandering

At finite temperature the steps meander. Let \(t\) run along the steps and let \(\beta\) be the step stiffness. For gentle meandering the energy is
\[
\int dt\left[\sum_i\frac\beta2\left(\frac{dx_i}{dt}\right)^2+E(x_1,\dots,x_N)\right].
\]
Over a short length \(\delta\), the Boltzmann factor of the first term is a Gaussian in the displacement of each step, with variance \(kT\delta/\beta\). Once normalized, it acts on a function of \(x_i\) as \(\exp[(kT\delta/2\beta)\,\partial_i^2]\). Together with \(\exp(-E\delta/kT)\), this is \(\exp(-\delta H/kT)\) to first order in \(\delta\), where
\[
H=-\frac{(kT)^2}{2\beta}\sum_i\frac{\partial^2}{\partial x_i^2}+E .
\]
For long steps the lowest eigenvalue of \(H\) dominates. It is the free energy per unit length, measured from that of free, non-interacting steps. Steps may not cross, so the eigenfunction vanishes where two of them meet. The centre of the bunch is free and drops out.

**Proposition.** Let \(\langle K\rangle\) be the ground-state mean of the derivative term in \(H\). Then
\[
\langle K\rangle+\langle R\rangle=\frac{aN(N-1)}4 .
\]

*Proof.* Stretch the normalized ground state in its \(N-1\) relative coordinates by \(\lambda\), keeping it normalized. Two derivatives bring a factor \(\lambda^{-2}\), so the mean of \(H\) becomes
\[
\frac{\langle K\rangle+\langle R\rangle}{\lambda^2}+aP\ln\lambda+\text{constant}.
\]
The ground state minimizes this mean, so its derivative vanishes at \(\lambda=1\): \(aP-2\langle K\rangle-2\langle R\rangle=0\). \(\square\)

Since \(\langle K\rangle>0\), wandering lowers the mean repulsive energy below the mechanical value. What remains fixed is the sum of the mean repulsion and \(\langle K\rangle\), which is the free energy minus the mean of the pair energy \(E\).

## Worked example: six steps on a strained SiGe film

Take rough typical values for a dilute SiGe film on vicinal Si(111): \(Y=170\) GPa, \(\nu=0.26\), \(\varepsilon=0.005\), bilayer step height \(h=0.31\) nm and \(b=0.03\) eV nm. The film stress and line force are
\[
\sigma=\frac{170\times0.005}{0.74}=1.149\ \text{GPa},\qquad
F=\sigma h=0.356\ \text{N/m}.
\]
Lemma 1 then gives
\[
a=\frac{2(1-0.26^2)(0.356\ \text{N/m})^2}{\pi\,(170\ \text{GPa})}=0.002763\ \text{eV/nm},
\]
\[
d_0=\sqrt{\frac{2\times0.03}{0.002763}}\ \text{nm}=4.66\ \text{nm}.
\]
For \(N=6\) the theorem predicts
\[
R=\frac{6\cdot5}4\,a=7.5\times0.002763=0.0207\ \text{eV/nm}=3.32\ \text{pJ/m}.
\]

Relaxing all six positions, without using the theorem, gives gaps of 3.344, 2.965, 2.874, 2.965 and 3.344 nm. Grouping the pairs by how many places apart they are, from one to five,
\[
\sum_{i<j}\frac1{d_{ij}^2}=0.527+0.109+0.037+0.014+0.004=0.691\ \text{nm}^{-2}.
\]
Multiplication by \(b\) gives \(R=0.0207\) eV/nm, as predicted. Nearest neighbours supply about three quarters of it. The smallest gap, 2.87 nm, lies below the bound of 3.45 nm from Corollary 2; the width, 15.5 nm, lies above its bound of 13.5 nm. For \(N=40\) the smallest gap is down to 1.15 nm, where a continuum description is doubtful.

Clamping the ends at 0.8 of the free width, \(W=12.39\) nm, raises \(R/a\) from 7.5 to 11.549. The computed slope \(dE_{\rm r}/dW=-0.001806\) eV/nm² gives \(W(dE_{\rm r}/dW)/a=-8.10\), which matches \(15-2\times11.549=-8.10\).

**Comparison with the real film.** The misfit corresponds to roughly one eighth germanium. The values of \(b\) and of the stiffness, 0.3 eV/nm, are uncertain; \(b\) affects the spacings but not the mechanical \(R\). Among the effects sized here, the largest is the wandering of the steps. At 900 K, a plausible growth temperature, \((kT)^2/\beta=0.020\) eV nm is comparable with \(b\). For two steps the model then gives \(\langle R\rangle=0.277a\) and \(\langle K\rangle=0.223a\): the repulsion is 45 % below its mechanical value \(a/2\), and the mean distance is 8.4 nm instead of 4.66 nm. These figures depend strongly on the stiffness: at the same \(b\), a stiffness of 1, 3 or 10 eV/nm gives a drop of 27, 17 or 10 %. For three steps, a grid of about 0.2 nm gives the parts \(0.859a\) and \(0.642a\), with an error of about \(0.001a\); their sum \(1.501a\) agrees with \(1.5a\) to that accuracy. The six-step bunch was not computed at 900 K. By the proposition, 0.0207 eV/nm is there the sum \(\langle K\rangle+\langle R\rangle\), and the repulsion alone is smaller.

The other corrections that were sized are smaller. With a miscut of 0.5° and all steps gathered in sixes, bunches repeat every 213 nm, and the neighbouring bunches change the mechanical \(R\), summed over pairs within a bunch, by \(-0.5\) % (by \(-0.3\) % if the repulsion between bunches is added). For a dipole length of 0.4 nm, the next term in the dipole repulsion is 1 % of \(b/d^2\) at the smallest gap; after relaxation the sum of \(b/d^2\) is 1.4 % lower and the whole dipole repulsion 0.7 % lower. The largest slope is 0.11; its effect on the pair law was not sized. Elastic anisotropy changes the value of \(a\): the cubic constants of silicon on a (111) surface give 0.00292 eV/nm, about 6 % more than the isotropic value, so \(a\) and \(R\) above are good to about that level; unequal moduli of film and substrate can also change the form of the pair law, at distances comparable with the film thickness, and this was not sized. If \(a\) alone were 20 % larger at fixed \(b\), \(R\) would rise by 20 % and all distances would shrink by 8.7 %, since they scale with \(d_0\propto a^{-1/2}\). Growth flux and uneven alloy composition are not included. Nor is the 7×7 reconstruction, which Si(111) normally has at 900 K and which can itself gather steps into bunches. The numerical output lists the other bunch sizes.

## Computed results

```
INPUTS (rough typical values)
Young modulus 170 GPa, Poisson ratio 0.26
misfit 0.5 %, step height 0.31 nm
repulsion b = 0.030 eV nm, stiffness = 0.30 eV/nm
temperature 900 K, miscut 0.5 degrees
PAIR LAW
film stress = 1.149 GPa
line force at a step = 0.3561 N/m
attraction a = 0.002763 eV/nm
two-step distance d0 = 4.660 nm
three-step gap = 4.035 nm
RELAXED BUNCHES: N, width nm, min gap nm, max gap nm, R/a
  2     4.660    4.660    4.660    0.50000
  3     8.071    4.035    4.035    1.50000
  4    10.878    3.457    3.710    3.00000
  6    15.490    2.874    3.344    7.50000
 10    22.644    2.260    2.977   22.50000
 20    35.503    1.617    2.583   95.00000
 40    53.370    1.150    2.264  390.00000
EXAMPLE, N = 6
gaps (nm): 3.344 2.965 2.874 2.965 3.344
R summed over pairs = 0.020724 eV/nm
R from a N(N-1)/4 = 0.020724 eV/nm
R = 3.320 pJ/m
cost of stretching by 1.2 = 0.001225 eV/nm
REACH AND LIMITS
N=7, unequal b: R/a = 10.50000
N=7, unequal b, gaps (nm): 4.28 3.51 2.98 2.99 2.80 4.04
N=7, nearest-neighbour repulsion: R/a = 10.50000
N=6 clamped at 0.8 of free width: R/a = 11.5489
dE/dW of clamped bunch = -0.001806 eV/nm^2
NEGLECTED EFFECTS
kT = 0.0776 eV, (kT)^2/stiffness = 0.0200 eV nm
N=2 thermal: R/a = 0.2772, K/a = 0.2228, sum = 0.5000
N=2 thermal mean distance = 8.42 nm
N=3 thermal: R/a = 0.859, K/a = 0.642, sum = 1.501
mean terrace = 35.5 nm, bunch period = 213 nm
neighbour bunches change R by -0.47 %
largest slope in bunch = 0.108
next dipole term, arm 0.4 nm, at min gap: 0.97 % of b/d^2
a larger by 20 %: R +20 %, distances -8.7 %
```
